# Why equal interference fringes can hide different photon-count noise: test program

```python
"""Equal spectra give equal mean fringes but not equal photon-count variances.

Result under test, for mean count mu:
  constant-amplitude laser:  Var N = mu          (direct beam or zero delay)
  thermal light:             Var N = mu + mu**2 / M
Both fields have coherence g(tau) = exp(-gamma |tau|), a Lorentzian spectrum.
With x = gamma*T for a counting window T,
  1/M = (2x - 1 + exp(-2x)) / (2x**2).
W is the time-averaged intensity, scaled to mean 1.
Simulations measure time in units of 1/gamma.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import poisson

rng = np.random.default_rng(20)


def inverse_modes(x):
    return (2 * x - 1 + np.exp(-2 * x)) / (2 * x**2)


def window_variance(kernel, window, lag):
    """Variance of a time average, from its intensity correlation."""
    end = min(window, lag + 40.0)
    total = 0.0
    for low, high in ((0.0, lag), (lag, end)):
        total += quad(lambda s: (window - s) * kernel(s), low, high)[0]
    return 2 * total / window**2


def laser_edge_kernel(lag):
    return lambda s: np.exp(-2 * lag) * np.sinh(2 * max(lag - s, 0.0))


def thermal_edge_kernel(lag):
    def kernel(s):
        odd = (np.exp(-abs(s - lag)) - np.exp(-abs(s + lag))) / 2
        return np.exp(-2 * s) + odd**2
    return kernel


def check_mean(samples, expected, slack=0.0):
    """Five standard errors, plus a stated time-step allowance."""
    error = samples.std() / np.sqrt(samples.size)
    assert abs(samples.mean() - expected) <= 5 * error + slack + 1e-9


def check_variance(samples, expected):
    squares = (samples - samples.mean())**2
    check_mean(squares, expected, slack=0.005 * expected)


# --- One quantum mode sent through a two-path interferometer ---
def output_distribution(input_probabilities, phase):
    result = np.zeros(len(input_probabilities))
    for n, probability in enumerate(input_probabilities):
        k = np.arange(n + 1)  # photons in the second arm or port
        hop = np.sqrt((n - k[:-1]) * (k[:-1] + 1.0))
        coupling = np.diag(hop, 1) + np.diag(hop, -1)
        values, vectors = np.linalg.eigh(coupling)
        splitter = (vectors * np.exp(-0.25j * np.pi * values)) @ vectors.T
        inside = np.exp(1j * phase * (n - k)) * splitter[:, 0]
        result[:n + 1] += probability * abs(splitter @ inside)**2
    return result


input_mean = 1.5
numbers = np.arange(81)
thermal_input = (input_mean / (1 + input_mean))**numbers / (1 + input_mean)
laser_input = poisson.pmf(numbers, input_mean)
print(f"single mode: input mean = {input_mean:.2f} photons")
for phase in (0.0, np.pi / 3, np.pi / 2, 2.0):
    moments = []
    for distribution in (laser_input, thermal_input):
        out = output_distribution(distribution, phase)
        mean = out @ numbers
        moments.append((mean, out @ numbers**2 - mean**2))
    mu = input_mean * (1 + np.cos(phase)) / 2
    assert np.allclose(moments[0], (mu, mu), atol=1e-8)
    assert np.allclose(moments[1], (mu, mu + mu**2), atol=1e-8)
    print(f"phase {phase:.3f} rad: means L,T = {moments[0][0]:.4f},"
          f" {moments[1][0]:.4f}; variances = {moments[0][1]:.4f},"
          f" {moments[1][1]:.4f}")


# --- Spectrum to coherence; frequency in units of the full width ---
def lorentzian(v):
    return 0.5 / np.pi / (v**2 + 0.25)


def gaussian(v):
    return np.exp(-4 * np.log(2) * v**2)


for delay in (0.1, 0.3, 0.7):
    transform = quad(lambda v: 2 * lorentzian(v), 0, np.inf,
                     weight="cos", wvar=2 * np.pi * delay)[0]
    assert abs(transform - np.exp(-np.pi * delay)) < 1e-6
lorentz_time = 2 * quad(lambda v: lorentzian(v)**2, 0, np.inf)[0]
assert abs(lorentz_time - 1 / np.pi) < 1e-7
gauss_area = 2 * quad(gaussian, 0, 8)[0]
gauss_time = 2 * quad(lambda v: gaussian(v)**2, 0, 8)[0] / gauss_area**2

# --- Random fields with equal spectra ---
step, steps, lag_steps, paths = 0.02, 200, 20, 20000
window, lag = steps * step, lag_steps * step
length = steps + lag_steps + 1


def laser_field():
    jumps = rng.normal(0, np.sqrt(2 * step), (length, paths))
    jumps[0] = rng.uniform(0, 2 * np.pi, paths)
    return np.exp(1j * np.cumsum(jumps, axis=0))


def thermal_field():
    field = np.empty((length, paths), complex)
    keep = np.exp(-step)
    for j in range(length):
        noise = rng.normal(size=paths) + 1j * rng.normal(size=paths)
        noise /= np.sqrt(2)
        if j == 0:
            field[j] = noise
        else:
            field[j] = keep * field[j - 1] + np.sqrt(1 - keep**2) * noise
    return field


weights = np.full(steps + 1, 1.0 / steps)
weights[[0, -1]] /= 2


def fringe_energy(field, phase, shift):
    now = field[lag_steps:]
    earlier = field[lag_steps - shift:length - shift]
    return weights @ (abs(now + np.exp(1j * phase) * earlier)**2 / 2)


count_mean = 5.0
predicted = inverse_modes(window)
assert abs(window_variance(lambda s: np.exp(-2 * s), window, 0.0)
           - predicted) < 1e-8
assert abs(inverse_modes(1e-3) - 1) < 1e-3
print(f"simulation: gamma*T = {window:.2f}, gamma*tau = {lag:.2f}")
print(f"simulation: predicted 1/M = {predicted:.4f}")
for name, maker, bunching, edge_kernel in (
        ("laser", laser_field, 0.0, laser_edge_kernel(lag)),
        ("thermal", thermal_field, 1.0, thermal_edge_kernel(lag))):
    field = maker()
    for shift in (10, 20):
        for phase in (0.0, 1.0, np.pi):
            expected = 1 + np.exp(-shift * step) * np.cos(phase)
            check_mean(fringe_energy(field, phase, shift), expected)
    bright = fringe_energy(field, 0.0, lag_steps).mean()
    dark = fringe_energy(field, np.pi, lag_steps).mean()
    pair = abs(field[0])**2 * abs(field[lag_steps])**2
    check_mean(pair, 1 + bunching * np.exp(-2 * lag))
    energy = weights @ abs(field[lag_steps:])**2
    check_variance(energy, bunching * predicted)
    check_variance(energy.reshape(-1, 4).mean(axis=1),
                   bunching * predicted / 4)
    counts = rng.poisson(count_mean * energy)
    check_variance(counts, count_mean + bunching * count_mean**2 * predicted)
    edge = fringe_energy(field, np.pi / 2, lag_steps)
    edge_expected = window_variance(edge_kernel, window, lag)
    check_variance(edge, edge_expected)
    print(f"{name}: simulated visibility ="
          f" {(bright - dark) / (bright + dark):.3f}")
    print(f"{name}: count mean, variance = {counts.mean():.3f},"
          f" {counts.var():.3f}")
    print(f"{name}: half-height Var W, simulated, predicted ="
          f" {edge.var():.4f}, {edge_expected:.4f}")
    del field
print(f"predicted visibility = {np.exp(-lag):.3f}")
print(f"predicted thermal count variance ="
      f" {count_mean + count_mean**2 * predicted:.3f}")

# --- ArF-class two-beam exposure; rough typical inputs in SI units ---
wavelength, linewidth = 193e-9, 0.3e-12
pulse_time, pulses = 100e-9, 40
dose = 300.0  # energy per area entering the film, J/m^2
cell, thickness = 20e-9, 100e-9
absorption, index, sine = 1.5e6, 1.7, 0.5
off_centre = 1e-3
pulse_scatter = 0.03
two_photon = 1e-10  # deliberately generous rough coefficient, m/W

photon_energy = const.h * const.c / wavelength
frequency_width = const.c * linewidth / wavelength**2
gamma = np.pi * frequency_width
x = gamma * pulse_time
modes = pulses / inverse_modes(x)
cos_film = np.sqrt(1 - (sine / index)**2)
absorbed = 1 - np.exp(-absorption * thickness / cos_film)
mean_count = dose * cell**2 / photon_energy * absorbed
period = wavelength / (2 * sine)
cell_contrast = np.sinc(cell / period)
# Average the actual fringe over the cell as a check of its contrast.
average = quad(lambda y: np.cos(2 * np.pi * y / period),
               -cell / 2, cell / 2, epsabs=1e-16)[0] / cell
assert abs(average - cell_contrast) < 1e-7

print(f"wavelength = {wavelength * 1e9:.1f} nm")
print(f"photon energy = {photon_energy / const.e:.3f} eV")
print(f"linewidth (full, half maximum) = {linewidth * 1e12:.2f} pm")
print(f"frequency width = {frequency_width / 1e9:.3f} GHz")
print(f"coherence time 1/gamma = {1e9 / gamma:.4f} ns")
print(f"pulse length = {pulse_time * 1e9:.0f} ns; pulses = {pulses}")
print(f"gamma*T per pulse = {x:.1f}; total M = {modes:.0f}")
print(f"dose entering film = {dose / 10:.1f} mJ/cm2")
print(f"cell side = {cell * 1e9:.0f} nm; film = {thickness * 1e9:.0f} nm")
print(f"absorption coefficient = {absorption / 1e6:.2f} per um")
print(f"film index = {index:.2f}; sine of beam angle = {sine:.2f}")
print(f"absorbed fraction = {absorbed:.4f}")
print(f"fringe period = {period * 1e9:.1f} nm")
print(f"contrast after cell averaging = {cell_contrast:.4f}")
for place, cosine in (("bright", 1), ("half-height", 0), ("dark", -1)):
    mu = mean_count * (1 + cell_contrast * cosine)
    print(f"{place}: mean = {mu:.0f}; variance L,T ="
          f" {mu:.0f}, {mu + mu**2 / modes:.0f} photons^2")
shot = 1 / np.sqrt(mean_count)
wave = 1 / np.sqrt(modes)
print(f"half-height shot noise (laser total) = {100 * shot:.3f} %")
print(f"thermal wave noise alone = {100 * wave:.3f} %")
print(f"half-height thermal total = {100 * np.hypot(shot, wave):.3f} %")
print(f"half-height variance ratio T/L = {1 + mean_count / modes:.3f}")

# --- Size of effects outside the zero-delay model ---
delay = 2 * off_centre * sine / const.c
d = gamma * delay
laser_edge = (1 - np.exp(-2 * d))**2 / (2 * x)
thermal_edge = (1 + 0.5 * (1 - (1 + 2 * d) * np.exp(-2 * d))) / x
for closed, kernel in ((laser_edge, laser_edge_kernel(d)),
                       (thermal_edge, thermal_edge_kernel(d))):
    # The closed forms omit corrections of order 1/(gamma*T).
    assert abs(window_variance(kernel, x, d) / closed - 1) < 2e-3
gauss_wave = np.sqrt(gauss_time / frequency_width / pulse_time / pulses)
cos_air = np.sqrt(1 - sine**2)
reflection = ((cos_air - index * cos_film) / (cos_air + index * cos_film))**2
intensity = dose / (pulses * pulse_time)
print(f"off-centre distance = {off_centre * 1e3:.1f} mm")
print(f"delay there = {delay * 1e12:.3f} ps; gamma*tau = {d:.4f}")
print(f"visibility there, before cell averaging = {np.exp(-d):.4f}")
print(f"laser phase-to-intensity noise there ="
      f" {100 * np.sqrt(laser_edge / pulses):.4f} %")
print(f"thermal wave noise there ="
      f" {100 * np.sqrt(thermal_edge / pulses):.4f} %")
print(f"thermal wave noise, Gaussian line = {100 * gauss_wave:.3f} %")
print(f"assumed pulse-energy scatter = {100 * pulse_scatter:.1f} %")
print(f"its dose noise, independent pulses ="
      f" {100 * pulse_scatter / np.sqrt(pulses):.3f} %")
print(f"surface reflection (s-polarized) = {100 * reflection:.1f} %")
print(f"mean intensity in pulse = {intensity / 1e4:.0f} W/cm2")
print(f"assumed two-photon coefficient = {two_photon * 1e11:.1f} cm/GW")
print(f"two-photon/one-photon absorption ="
      f" {two_photon * intensity / absorption:.1e}")
print("done: every assertion held")
```

It prints:

```
single mode: input mean = 1.50 photons
phase 0.000 rad: means L,T = 1.5000, 1.5000; variances = 1.5000, 3.7500
phase 1.047 rad: means L,T = 1.1250, 1.1250; variances = 1.1250, 2.3906
phase 1.571 rad: means L,T = 0.7500, 0.7500; variances = 0.7500, 1.3125
phase 2.000 rad: means L,T = 0.4379, 0.4379; variances = 0.4379, 0.6296
simulation: gamma*T = 4.00, gamma*tau = 0.40
simulation: predicted 1/M = 0.2188
laser: simulated visibility = 0.671
laser: count mean, variance = 5.001, 5.038
laser: half-height Var W, simulated, predicted = 0.0363, 0.0367
thermal: simulated visibility = 0.671
thermal: count mean, variance = 5.004, 10.649
thermal: half-height Var W, simulated, predicted = 0.2430, 0.2380
predicted visibility = 0.670
predicted thermal count variance = 10.469
wavelength = 193.0 nm
photon energy = 6.424 eV
linewidth (full, half maximum) = 0.30 pm
frequency width = 2.415 GHz
coherence time 1/gamma = 0.1318 ns
pulse length = 100 ns; pulses = 40
gamma*T per pulse = 758.5; total M = 30362
dose entering film = 30.0 mJ/cm2
cell side = 20 nm; film = 100 nm
absorption coefficient = 1.50 per um
film index = 1.70; sine of beam angle = 0.50
absorbed fraction = 0.1452
fringe period = 193.0 nm
contrast after cell averaging = 0.9824
bright: mean = 33571; variance L,T = 33571, 70691 photons^2
half-height: mean = 16934; variance L,T = 16934, 26379 photons^2
dark: mean = 298; variance L,T = 298, 300 photons^2
half-height shot noise (laser total) = 0.768 %
thermal wave noise alone = 0.574 %
half-height thermal total = 0.959 %
half-height variance ratio T/L = 1.558
off-centre distance = 1.0 mm
delay there = 3.336 ps; gamma*tau = 0.0253
visibility there, before cell averaging = 0.9750
laser phase-to-intensity noise there = 0.0200 %
thermal wave noise there = 0.5743 %
thermal wave noise, Gaussian line = 0.829 %
assumed pulse-energy scatter = 3.0 %
its dose noise, independent pulses = 0.474 %
surface reflection (s-polarized) = 9.3 %
mean intensity in pulse = 7500 W/cm2
assumed two-photon coefficient = 10.0 cm/GW
two-photon/one-photon absorption = 5.0e-09
done: every assertion held
```
